# Electron–Phonon Matrix Elements in DFT+U and Frozen-Phonon Level Shifts, part 2

We seek the static, adiabatic electron–phonon matrix element $g$ in DFT+U (Dudarev functional, fixed $U$), in Hartree atomic units. The crystal is spin-unpolarised, with time-reversal symmetry, a local ionic potential and a basis that does not move with the atoms. In each of $N$ cells, at $R_l$, one atom A carries real orthonormal projectors $\varphi^l_m$, rigidly attached and not orthogonalised to other sites. Atom $s$ has mass $M_s$ and displacement $u_{ls}$ in one direction; $\varphi'^{\,l}_m$, the derivative with respect to $u_{lA}$, is minus the spatial derivative. With density $\rho$ and one-spin density matrix $\gamma=\sum_a f_a|a\rangle\langle a|$,

$$H=T+V_{\rm ion}+V_{Hxc}[\rho]+V_U,\qquad n^l_{mm'}=\langle\varphi^l_m|\gamma|\varphi^l_{m'}\rangle,$$
$$V_U=\sum_l\sum_{mm'}|\varphi^l_m\rangle\lambda^l_{mm'}\langle\varphi^l_{m'}|,\qquad\lambda^l=U\left(\tfrac12-n^l\right).$$

For a mode with frequency $\omega$ and unit eigenvector $e_s$,

$$p_s=\frac{e_s}{\sqrt{2M_s\omega}},\qquad\partial_qX=\sum_{ls}p_s\,e^{iqR_l}\frac{dX}{du_{ls}},$$
$$g_{mn}(k,q)=\langle\Psi_{m,k+q}|\partial_qH|\Psi_{nk}\rangle.$$

The derivative is total, with self-consistent electrons; the Bloch states $\Psi_{nk}$, of energy $\varepsilon_{nk}$, are normalised over $N$ cells. A non-degenerate level obeys $d\varepsilon/d\eta=\langle\Psi|dH/d\eta|\Psi\rangle$. The Hubbard terms are

$$\partial_qV_U=\sum_l p_Ae^{iqR_l}\Big(|\varphi'^{\,l}\rangle\lambda\langle\varphi^l|+|\varphi^l\rangle\lambda\langle\varphi'^{\,l}|\Big)-U\sum_l|\varphi^l\rangle\,\partial_qn^l\,\langle\varphi^l|,$$
$$\partial_qn^l=p_Ae^{iqR_l}\Big(\langle\varphi'^{\,l}|\gamma|\varphi^l\rangle+\langle\varphi^l|\gamma|\varphi'^{\,l}\rangle\Big)+\langle\varphi^l|\partial_q\gamma|\varphi^l\rangle .$$

Also $\partial_qn^l=e^{iqR_l}(\delta n^{\rm bare}+\delta n^\psi)$, the bracket giving $\delta n^{\rm bare}$ and the last term $\delta n^\psi$. Thus $g$ sums $g^{\rm ion}$, $g^{Hxc}$, $g^{\rm proj}$ (first sum in $\partial_qV_U$), $g^{n,\rm bare}$ and $g^{n,\psi}$.

With $\delta H$ the first-order change of $H$,

$$\delta\gamma_{ab}=\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b}\,\delta H_{ab},\qquad\delta\mu=\frac{\sum_af'_ag_{aa}}{\sum_af'_a}\ (q=0);$$

diagonal elements are $f'_a(\delta H_{aa}-\delta\mu)$, with $\mu$ the Fermi level. The response $y=(\delta\rho,\delta n^\psi)$ solves

$$(1-\chi K)\,y=\chi\,\delta H^{\rm bare},$$

where $\chi$ maps $\delta H$ to $y$, $K$ maps $y$ to the induced potential, and $\delta H^{\rm bare}$ contains the ion, proj and $n$,bare pieces. The interaction $w$ enters through $W_q=\sum_le^{iqR_l}w(x-x'-R_l)$, and $f_{xc}=dv_{xc}/d\rho$. For insulators $\delta n^\psi=A+A^{T}$: $A$ comes from valence states at $k$ paired with conduction states at $k+q$, and time reversal gives the remaining pairs as $A^T$. A program checks these formulas on a model.

**Q.** Is there a case with a known answer that shows $\delta n^{\rm bare}$ cannot be left out?

**A.** Translate the whole crystal by $u$, which is $q=0$ and $p_s=1$. Let $S=e^{-u\partial_x}$, so that $(S\psi)(x)=\psi(x-u)$; it is unitary because $\partial_x$ is anti-Hermitian. Then $\varphi\to S\varphi$ and $\gamma\to S\gamma S^\dagger$, so $n$ is unchanged:

$$\delta n^{\rm bare}+\delta n^\psi=0 .$$

Also $H\to SHS^\dagger$, so $dH/du=-\partial_xH+H\partial_x$ and

$$g_{mn}=(\varepsilon_m-\varepsilon_n)\,\langle m|\partial_x|n\rangle ,$$

which is zero on the diagonal. In the insulating model below, the $ss$, $sp$, $pp$ elements of $\delta n^{\rm bare}$ are $-0.00608$, $-0.65453$, $0.41395$ per bohr, and $\delta n^\psi$ has the opposite values. Without the bare part a rigid shift would appear to change the occupations. Both relations are asserted to $10^{-5}$ in absolute value.

**Q.** Now the frozen phonon. What do level shifts really test?

**A.** They test part of $g$. At $q=0$ the pattern $p_s$ is real. Displace by $u_{ls}=\eta p_s$; then $dH/d\eta=\partial_0H$ and $d\varepsilon_{nk}/d\eta=g_{nn}(k,0)$. The degeneracy of $k$ with $-k$ does no harm, since a lattice-periodic perturbation does not connect them.

At $q\neq0$ with $2q$ not a reciprocal lattice vector $G$, a real displacement is $u_{ls}=\eta(p_se^{iqR_l}+{\rm c.c.})$ and $dH/d\eta=\partial_qH+(\partial_qH)^\dagger$. It transfers $\pm q$, so a non-degenerate level has no first-order shift. The states $k=-q/2$ and $k+q=q/2$ of one band are degenerate by time reversal. The adjoint term takes $k$ to $k-q$, which differs from $k+q$ because $2q\neq G$, so the first-order matrix in the pair is

$$\eta\begin{pmatrix}0&g^*\\ g&0\end{pmatrix},\qquad g=g_{nn}(-q/2,q),$$

with eigenvalues $\pm\eta|g|$ and splitting $\Delta(\eta)=2|\eta g|$. At higher order the effective operator in the pair is still real and symmetric, and the two basis states are complex conjugates, so its diagonal elements are equal and do not enter the splitting. The off-diagonal element becomes $\eta g+\eta^2h+O(\eta^3)$. Second-order terms transfer $0$ or $\pm2q$, so $h$ requires $3q=G$. For $g\ne0$, $|g\pm\eta h|=|g|\pm\eta\,{\rm Re}(g^*h)/|g|+O(\eta^2)$, and

$$\frac{\Delta(\eta)+\Delta(-\eta)}{4\eta}=|g|\,\big[1+O(\eta^2)\big].$$

The splitting yields no phase, and elements between states of different energy shift no level at first order. For those, take the central difference of the self-consistent supercell Hamiltonian, $[H(\eta)-H(-\eta)]/2\eta$, between $\Psi_{m,k+q}$ and $\Psi_{nk}$, which equals $g_{mn}(k,q)+O(\eta^2)$.

**Q.** Give me numbers.

**A.** The model is a chain with round parameters: $a=5$ bohr, A at 1 and B at 3 bohr, five cells of 25 grid points. The wells are $-V_se^{-d^2/2\sigma^2}$ with depths 2.5 and 2.0 Ha and $\sigma=0.6$ bohr. The repulsion is a Gaussian of height 0.5 Ha and width 1.0 bohr, and $v_{xc}=-C\rho^{1/3}$ with $C=0.3$ Ha bohr$^{1/3}$, so $f_{xc}=-(C/3)\rho^{-2/3}$. The projectors are $\varphi_s=(\alpha/\pi)^{1/4}e^{-\alpha d^2/2}$ and $\varphi_p=\sqrt{2\alpha}\,d\,\varphi_s$ with $\alpha=1.5$ bohr$^{-2}$, and $U=0.2$ Ha. The ion–ion energy does not enter $H$, so the total force constants can be chosen: springs $K_1=0.1$ Ha/bohr² within the cell and $K_2=0.06$ Ha/bohr² between cells, with masses $10^5$ and $3\times10^4$ electron masses. The dynamical matrix has diagonal $(K_1+K_2)/M_s$ and $AB$ element $-(K_1+K_2e^{-iqa})/\sqrt{M_AM_B}$.

Four electrons per cell give a gap of 0.844 Ha and $n_{ss}=0.99602$, $n_{sp}=-0.00351$, $n_{pp}=0.22901$. Then $\lambda_{ss}=0.2(0.5-0.99602)=-0.09920$ Ha and $\lambda_{pp}=0.2(0.5-0.22901)=0.05420$ Ha.

At $q=0$ the trace of the dynamical matrix is the optical $\omega^2=0.16\,(10^{-5}+3.333\times10^{-5})$, so $\omega=0.002633$ Ha (71.65 meV). Orthogonality to the translation $e_s\propto\sqrt{M_s}$ gives $e_A=\sqrt{M_B/(M_A+M_B)}=0.4804$, and $p_A=0.4804/\sqrt{2\times10^5\times0.002633}=0.02093$ bohr; $p_B=-0.06978$ bohr.

One bare element follows by hand. Since $\varphi'_s=\alpha d\,\varphi_s=\sqrt{\alpha/2}\,\varphi_p$, the $ss$ element per unit displacement is $2\sqrt{\alpha/2}\,n_{sp}=2\times0.8660\times(-0.00351)=-0.00608$ per bohr, the translation value. For the mode, $\delta n^{\rm bare}$ is $p_A$ times the translation matrix: $0.02093\times(-0.65453)=-0.01370$ for $sp$, and $0.00867$ for $pp$. Adding $\delta n^\psi$ gives $-0.01370+0.01547=0.00177$ and $0.00867+0.02337=0.03204$, which are the values from the displaced supercell.

For the conduction edge, band 3 at $k=0$, the five parts in Ha are

$$0.000575-0.003795-0.000509-0.001360-0.003710=-0.00880,$$

in the order ion, $Hxc$, proj, $n$,bare, $n,\psi$. The frozen-phonon slope is $-0.008800$ Ha ($-239$ meV). For the valence edge, band 2,

$$0.014716+0.001612+0.001043-0.000666+0.000171=0.016876,$$

equal to the frozen value (459 meV). At $q=0.50265$ bohr$^{-1}$ the optical frequency is $0.002378$ Ha. The parts are complex and depend on the phases of the states, so each is projected on the phase of the total $g$, which makes them sum to $|g|$. Band 3 gives

$$0.000646+0.008242-0.000518+0.000334-0.001408=0.007296,$$

and the averaged splitting gives 0.007296 Ha (199 meV). Bands 1 and 2 give 0.008246 and 0.023975 Ha by both routes.

With $\eta=0.004$ the program compares shifts, splittings, all elements among four bands at all $k$, the total $\delta n$, $\delta n^{\rm bare}$ at frozen $\gamma$, and ion plus proj at frozen $\rho$ and $n$. Each deviation is measured relative to the largest element of its set and must lie below $2\times10^{-4}$; the largest found in the insulator is $9.7\times10^{-7}$.

**Q.** For band 2 the Hubbard parts are small. Is all this worth carrying?

**A.** It depends on the state. At $q=0$ the three Hubbard parts of band 2 sum to $0.001043-0.000666+0.000171=0.000548$ Ha, about 3% of its $g$. For band 3 they sum to $-0.000509-0.001360-0.003710=-0.005579$ Ha, about 63% of its $g$. The largest occupation change is $\delta n_{pp}$, with $-U\delta n_{pp}=-0.0064$ Ha. By completeness, $1-0.229=0.771$ of the normalised $p$ projector lies in the empty bands. Projecting the ground-state bands on $\varphi_p$ puts 0.60 of it in band 3 on average over $k$, and the weight of the band-3 state at $k=0$ is 0.79. The product $-0.0064\times0.79=-0.0051$ Ha accounts for $g^{n,\rm bare}+g^{n,\psi}=-0.00507$ Ha.

Three truncations were solved on the same DFT+U ground state, each with its own self-consistent $\delta\rho$. For band 3 at $q=0$, dropping all of $\partial_qV_U$ gives $-0.003109$ Ha, keeping $g^{\rm proj}$ alone gives $-0.003664$ Ha, and dropping just $\delta n^\psi$ from $\delta H$ gives $-0.004983$ Ha, against $-0.008800$ Ha. The first is not the full $g^{\rm ion}+g^{Hxc}=-0.003220$ Ha, because removing the Hubbard pieces changes $\delta\rho$, as the linear system states. The largest deviations, relative to the largest element among four bands, are 0.097, 0.088 and 0.065. The first truncation misses this particular element by $(0.008800-0.003109)/0.008800=65\%$. Each truncation is asserted to deviate by more than ten times the tolerance.

Adding a piece does not improve every element. At finite $q$, band 3 has 0.009164 Ha with $g^{\rm proj}$ alone and 0.009392 Ha once $\delta n^{\rm bare}$ is added, further from 0.007296 Ha. In the full result for this element $g^{n,\rm bare}$ and $g^{n,\psi}$ have opposite signs along the phase of $g$.

**Q.** And a metal?

**A.** Three electrons per cell with $kT=0.03$ Ha put $\mu$ at $-0.54036$ Ha. The response formula and the displaced supercell both give $d\mu/d\eta=0.023844$ Ha at $q=0$, and $|g|=0.013331$ Ha for band 2 at finite $q$. Omitting $\delta\mu$ from $\delta\gamma$ lets the electron number change and produces a deviation of 0.274 relative to the largest element. The same comparisons pass, with $\delta\mu$ measured relative to the largest diagonal $g$, and the largest relative deviation is $2.4\times10^{-5}$.

**Q.** Where does the formula stop being complete?

**A.** At each assumption made at the start. If $U$ depends on geometry, $\partial_q\lambda^l$ gains the term $(\partial_qU^l)(\tfrac12-n)$. If the projectors are orthogonalised between sites, $\varphi^l$ depends on other atoms, so $p_Ae^{iqR_l}\varphi'^{\,l}$ must be replaced by the full $\partial_q\varphi^l$ in both places, and moving a non-Hubbard atom also produces bare terms if its orbitals enter the orthogonalisation. An atom-centred basis or a non-local pseudopotential adds derivative terms of its own. Without time reversal, $A^T$ must be replaced by a separate solution at $-q$ and the pair $\pm q/2$ need not be degenerate. At $2q=G$ the adjoint perturbation adds to the off-diagonal element of the pair. With the Coulomb interaction $W_q$ diverges as $q\to0$, so shifts at $q=0$ are defined relative to a chosen potential reference, and the small-$q$ limit needs a treatment of the macroscopic field. The short-range $w$ of the model avoids this, and none of these extensions is covered by the numerical check.

## Values computed for the example and the checks

```
a=5.0 bohr, cells=5, points/cell=25, tau=(1.0, 3.0) bohr
well depths=(2.5, 2.0) Ha, width=0.6 bohr; w0=0.5 Ha, width=1.0 bohr
CX=0.3 Ha bohr^(1/3), alpha=1.5 bohr^-2, U=0.2 Ha
M_A=100000, M_B=30000 m_e; K1=0.1, K2=0.06 Ha/bohr^2; eta=0.004
INSULATOR, 4 electrons/cell; gap = 0.84412 Ha
eps bands 1-3 at k=0 (Ha): -0.92742 -0.22241 0.62172
n (per spin): ss 0.99602 sp -0.00351 pp 0.22901
lambda (Ha): ss -0.09920 sp 0.00070 pp 0.05420
translation dn_bare (1/bohr): ss -0.00608 sp -0.65453 pp 0.41395
translation dn_psi  (1/bohr): ss 0.00608 sp 0.65453 pp -0.41395
q = 0.00000 1/bohr, optical omega = 0.002633 Ha = 71.65 meV
 p_A = 0.02093, p_B = -0.06978+0.00000i bohr
 dn_bare: ss -0.00013 sp -0.01370 pp 0.00867
 dn_psi : ss 0.00014 sp 0.01547 pp 0.02337
 dn FD  : ss 0.00001 sp 0.00177 pp 0.03204
 g_nn(k=0) parts, bands 1 2 3 (Ha)
  ion     -0.022000 0.014716 0.000575
  hxc     0.009165 0.001612 -0.003795
  proj    -0.000465 0.001043 -0.000509
  nbare   0.000501 -0.000666 -0.001360
  npsi    -0.000625 0.000171 -0.003710
  total   -0.013424 0.016876 -0.008800
  frozen  -0.013424 0.016876 -0.008800
  total (meV) -365.276 459.217 -239.456
  no dV_U   -0.013031 0.016341 -0.003109  max rel err 0.097
  no dn     -0.013533 0.017512 -0.003664  max rel err 0.088
  no dn_psi -0.013008 0.016687 -0.004983  max rel err 0.065
q = 0.50265 1/bohr, optical omega = 0.002378 Ha = 64.70 meV
 p_A = 0.01241, p_B = -0.06649-0.04557i bohr
 |dn_bare|: ss 0.00008 sp 0.00812 pp 0.00514
 |dn_psi| : ss 0.00007 sp 0.01297 pp 0.03099
 g_nn(-q/2 -> q/2), parts along phase of g, bands 1 2 3 (Ha)
  ion     0.023484 0.021233 0.000646
  hxc     -0.015862 0.002471 0.008242
  proj    0.000296 0.000257 -0.000518
  nbare   -0.000314 -0.000043 0.000334
  npsi    0.000642 0.000058 -0.001408
  total   0.008246 0.023975 0.007296
  frozen  0.008246 0.023975 0.007296
  total (meV) 224.382 652.402 198.529
  no dV_U   0.008146 0.023657 0.010006  max rel err 0.077
  no dn     0.008450 0.023989 0.009164  max rel err 0.067
  no dn_psi 0.008090 0.023868 0.009392  max rel err 0.061
insulator largest relative error vs finite difference: 9.7e-07
METAL, 3 electrons/cell, kT=0.03 Ha; mu = -0.54036 Ha; n: ss 0.92816 sp 0.07081 pp 0.14389
 dmu/deta response 0.023844, frozen 0.023844 Ha
 relative error without Fermi shift: 0.274
 |g| band 2 at q: response 0.013331, frozen 0.013331 Ha
metal largest relative error vs finite difference: 2.4e-05
```
